# Folding a Nonoverlapping Environment into the Screened Interaction of GW: a program that tests the result

```python
# Result under test (Hartree atomic units, closed shell, RPA screening):
# for a subsystem 1 and a nonoverlapping environment 2,
#   W_11 = vt + vt chi0_1 W_11,  vt(w) = v_11 + v_r,  v_r = v_12 chi_env v_21,
#   chi_env = (chi0_2^-1 - v_22)^-1   (interacting response of 2 alone).
# chi0 is diagonal in particle-hole pairs: 4 D/(w^2 - D^2), D = eps_a - eps_i.
# z2 = w^2 (negative on the imaginary axis); Wc = W - v; dW = W - W_gas, where
# W_gas uses the same orbitals with v_r = 0. Test charges x are the water pair
# densities (n,m), n = HOMO, LUMO. Independent roads: diagonalization of the
# joint RPA problem, a supermolecular G0W0@HF, and dipole polarizabilities.
# System: H2O (1) and N2 (2) on the C2 axis, R = distance O to N2 centre.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
ROH, ANG, RNN = 1.81, 104.5, 2.07
NO1, NO2 = 5, 7
t, wt = np.polynomial.legendre.leggauss(64)
NU, WNU = (1 + t) / (1 - t), 2 * wt / (1 - t) ** 2

def run_hf(mol, h, s, eri4, dm0):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.get_hcore = lambda *a: h
    mf.get_ovlp = lambda *a: s
    mf._eri = ao2mo.restore(8, eri4, mol.nao)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-8, 150
    mf.kernel(dm0)
    assert mf.converged
    return mf

def pairs(Ca, Cb):
    iu, ju = np.tril_indices(Ca.shape[0])
    A = Ca[iu].T[:, None, :] * Cb[ju].T[None] + Ca[ju].T[:, None, :] * Cb[iu].T[None]
    return (A * np.where(iu == ju, 0.5, 1.0)).reshape(-1, len(iu))

def gaps(e, no):
    return (e[None, no:] - e[:no, None]).ravel()

def chi(D, z2, V):
    return np.linalg.inv(np.diag((z2 - D ** 2) / (4 * D)) - V)

class Poles:
    """RPA by diagonalization; B couples test charges to particle-hole pairs."""
    def __init__(s, D, V, B):
        r = np.sqrt(D)
        o2, Z = np.linalg.eigh(np.diag(D ** 2) + 4 * r[:, None] * V * r[None])
        s.om = np.sqrt(o2)
        s.w = np.sqrt(2) * B @ (r[:, None] * Z) / np.sqrt(s.om)
    def Wc(s, z2):
        return (s.w * (2 * s.om / (z2 - s.om ** 2))) @ s.w.T
    def sigma(s, k, w, e, no):
        sg = np.where(np.arange(len(e)) < no, 1.0, -1.0)
        w2 = s.w.reshape(2, len(e), -1)[k] ** 2
        return np.sum(w2 / ((w - e)[:, None] + sg[:, None] * s.om[None]))

class System:
    def __init__(s, R):
        a = np.radians(ANG / 2)
        y, z = ROH * np.sin(a), -ROH * np.cos(a)
        mol = gto.M(atom=[('O', (0, 0, 0)), ('H', (0, y, z)), ('H', (0, -y, z)),
                          ('N', (0, 0, R - RNN / 2)), ('N', (0, 0, R + RNN / 2))],
                    basis='cc-pvdz', unit='Bohr', verbose=0)
        n, n1 = mol.nao, mol.aoslice_by_atom()[2, 3]
        s.mol, s.S, s.eri = mol, mol.intor('int1e_ovlp'), mol.intor('int2e', aosym='s4')
        s.h = scf.hf.get_hcore(mol)
        f = np.arange(n) < n1
        same = (f[:, None] == f[None]).astype(float)
        m = same[np.tril_indices(n)]
        mf = run_hf(mol, s.h * same, s.S * same, s.eri * m[:, None] * m[None],
                    scf.hf.init_guess_by_minao(mol) * same)
        F = mf.get_fock()
        assert abs(F[:n1, n1:]).max() < 1e-8
        s.dm, s.smax = mf.make_rdm1(), abs(s.S[:n1, n1:]).max()
        s.e1, c1 = eigh(F[:n1, :n1], s.S[:n1, :n1])
        e2, c2 = eigh(F[n1:, n1:], s.S[n1:, n1:])
        C1, C2 = np.zeros((n, n1)), np.zeros((n, n - n1))
        C1[:n1], C2[n1:] = c1, c2
        s.C1, s.n1, s.lev = C1, n1, (NO1 - 1, NO1)
        s.D1, s.D2 = gaps(s.e1, NO1), gaps(e2, NO2)
        s.Tx = pairs(C1[:, list(s.lev)], C1)
        s.T2 = pairs(C2[:, :NO2], C2[:, NO2:])
        T = np.vstack([s.Tx, pairs(C1[:, :NO1], C1[:, NO1:]), s.T2])
        s.V = T @ s.eri @ T.T
        s.nx = nx = 2 * n1
        k = nx + len(s.D1)
        s.v, s.v12, s.v22 = s.V[:k, :k], s.V[:k, k:], s.V[k:, k:]
        s.vr0 = s.vr(0.0, 'dyn')
        zz = mol.intor('int1e_r')[2][np.tril_indices(n)]
        s.dip = (s.T2 @ zz)[None]
        s.alpha = -Poles(s.D2, s.v22, s.dip).Wc(0.0)[0, 0]
    def vr(s, z2, mode):
        if mode == 'gas': return np.zeros_like(s.v)
        if mode == 'static': return s.vr0
        V = s.v22 if mode == 'dyn' else 0 * s.v22   # 'bare': chi0_2 in place of chi_env
        return s.v12 @ chi(s.D2, z2, V) @ s.v12.T
    def Wc(s, z2, mode):
        vr = s.vr(z2, mode); vt = s.v + vr; x = s.nx
        return vr[:x, :x] + vt[:x, x:] @ chi(s.D1, z2, vt[x:, x:]) @ vt[x:, :x]
    def contour(s, mode):
        dg = lambda z2: np.diag(s.Wc(z2, mode)).reshape(2, s.n1)
        W0, Wg = dg(0.0), np.array([dg(-nu ** 2) for nu in NU])
        occ = np.arange(s.n1) < NO1
        def sigma(k, w):
            x = w - s.e1
            sg = np.where((x > 0) | ((x == 0) & occ), 1.0, -1.0)
            ker = x[None] / (x[None] ** 2 + NU[:, None] ** 2)
            val = -np.sum(WNU[:, None] * (Wg[:, k] - W0[k]) * ker) / np.pi - 0.5 * sg @ W0[k]
            for m in range(s.n1):
                if occ[m] and sg[m] < 0: val -= dg(x[m] ** 2)[k, m]
                if not occ[m] and sg[m] > 0: val += dg(x[m] ** 2)[k, m]
            return val
        return sigma
    def supermolecule(s, z2):
        mf = run_hf(s.mol, s.h, s.S, s.eri, s.dm)
        C, e, no = mf.mo_coeff, mf.mo_energy, NO1 + NO2
        idx = [int(np.argmax(abs(s.C1[:, l] @ s.S @ C))) for l in s.lev]
        Tp, D = pairs(C[:, :no], C[:, no:]), gaps(e, no)
        G = s.eri @ Tp.T
        P = Poles(D, Tp @ G, pairs(C[:, idx], C) @ G)
        E = [qp(lambda w: P.sigma(k, w, e, no), e[idx[k]]) for k in (0, 1)]
        b = s.Tx[s.lev[0]] @ G
        return np.array(E), np.sum(b ** 2 * 4 * D / (z2 - D ** 2))

def qp(sig, eps):
    w = eps
    for _ in range(16):
        w = eps + sig(w)
    assert abs(eps + sig(w) - w) < 1e-10
    return w

def levels(s, sig):
    return np.array([qp(lambda w: sig(k, w), s.e1[s.lev[k]]) for k in (0, 1)])

print(f"geometry: r(OH)={ROH} bohr, angle={ANG} deg, r(NN)={RNN} bohr; G0W0@HF/cc-pVDZ")
R0 = 10.0
s = System(R0); x = s.nx; k1 = x + len(s.D1)
iH, iL = s.lev[0], s.n1 + s.lev[1]
print(f"R={R0} bohr; ph pairs: water {len(s.D1)}, N2 {len(s.D2)}; grid points {len(NU)}")
joint = Poles(np.concatenate([s.D1, s.D2]), s.V[x:, x:], s.V[:x, x:])
gas = Poles(s.D1, s.V[x:k1, x:k1], s.V[:x, x:k1])
efold = eid = 0.0
for z2 in (0.0, 0.1 ** 2, -0.5 ** 2, -5.0 ** 2):
    efold = max(efold, abs(s.Wc(z2, 'dyn') - joint.Wc(z2)).max())
    dW = joint.Wc(z2) - gas.Wc(z2)
    vr = s.vr(z2, 'dyn'); vt = s.v + vr
    L = np.hstack([np.eye(x), s.v[:x, x:] @ chi(s.D1, z2, s.v[x:, x:])])
    Rr = np.vstack([np.eye(x), chi(s.D1, z2, vt[x:, x:]) @ vt[x:, :x]])
    eid = max(eid, abs(L @ vr @ Rr - dW).max())
    if z2 <= 0:
        assert np.linalg.eigvalsh(vr).max() < 1e-11
        ev = np.linalg.eigvalsh(dW)
        assert ev.max() < 1e-9 and ev.min() < -1e-6
assert efold < 1e-9 and eid < 1e-9
print(f"max |W folded - W joint RPA| = {efold:.1e} Ha")
print(f"max |two-sided screening form - dW| = {eid:.1e} Ha")
dW0 = joint.Wc(0.0) - gas.Wc(0.0)
dWb = s.Wc(0.0, 'bare') - s.Wc(0.0, 'gas')
assert abs(dWb[iH, iH] / dW0[iH, iH] - 1) > 0.1
alpha0 = np.sum(s.dip[0] ** 2 * 4 / s.D2)
print(f"lowest RPA pole: N2 {Poles(s.D2, s.v22, s.dip).om[0]:.4f} Ha, water {gas.om[0]:.4f} Ha")
print(f"alpha_zz(N2): direct RPA {s.alpha:.4f} bohr^3, from chi0 {alpha0:.4f} bohr^3")
for nm, i in (('HH,HH', iH), ('LL,LL', iL)):
    print(f"{nm}: v={s.v[i, i]:.5f} Ha, Wc_gas(0)={gas.Wc(0.0)[i, i]:.5f} Ha")
    print(f"{nm}: v_r(0)={1e3*s.vr0[i, i]:.4f} mHa, dW(0)={1e3*dW0[i, i]:.4f} mHa,"
          f" dW with chi0_env={1e3*dWb[i, i]:.4f} mHa")
print(f"HH,HH: v_r(i 0.5 Ha)={1e3*s.vr(-0.25, 'dyn')[iH, iH]:.4f} mHa")
sd, sg_, ss = s.contour('dyn'), s.contour('gas'), s.contour('static')
eps = s.e1[list(s.lev)]
esig = max(abs(sd(k, w) - joint.sigma(k, w, s.e1, NO1))
           for k in (0, 1) for w in (eps[k], eps[k] - 0.03, eps[k] + 0.03))
assert esig < 1e-7
print(f"max |Sigma contour folded - Sigma pole sum| = {esig:.1e} Ha")
Ed, Eg, Es = levels(s, sd), levels(s, sg_), levels(s, ss)
assert abs(Ed - levels(s, lambda k, w: joint.sigma(k, w, s.e1, NO1))).max() < 1e-7
dE = Ed - Eg
assert dE[0] > 0 > dE[1]
occs = np.where(np.arange(s.n1) < NO1, -0.5, 0.5)
coh = np.diag(dW0).reshape(2, -1) @ occs
for k, nm in enumerate(('HOMO', 'LUMO')):
    hh = 1e-4
    Z = 1 / (1 - (gas.sigma(k, Eg[k] + hh, s.e1, NO1) - gas.sigma(k, Eg[k] - hh, s.e1, NO1)) / (2 * hh))
    dS, dS0 = sd(k, Eg[k]) - sg_(k, Eg[k]), sd(k, eps[k]) - sg_(k, eps[k])
    assert abs(Z * dS / dE[k] - 1) < 1e-2   # first order in the shift
    print(f"{nm}: eps={eps[k]:.6f} Ha, E_gas={Eg[k]:.6f} Ha, E_emb={Ed[k]:.6f} Ha"
          f" = {Ed[k]*EV:.4f} eV")
    print(f"{nm}: Z={Z:.4f}, dSigma(E_gas)={1e3*dS:.4f} mHa, Z*dSigma={1e3*Z*dS:.4f} mHa,"
          f" dSigma(eps)={1e3*dS0:.4f} mHa")
    print(f"{nm}: shift={1e3*dE[k]:.4f} mHa = {1e3*EV*dE[k]:.2f} meV")
    print(f"{nm}: shift static v_r={1e3*(Es[k]-Eg[k]):.4f} mHa, dCOHSEX={1e3*coh[k]:.4f} mHa,"
          f" its m=n term={1e3*occs[s.lev[k]]*dW0[(iH, iL)[k], (iH, iL)[k]]:.4f} mHa")
print(f"gap change={1e3*(dE[1]-dE[0]):.4f} mHa = {1e3*EV*(dE[1]-dE[0]):.2f} meV")
print(f"classical alpha/(2R^4)={1e3*s.alpha/(2*R0**4):.4f} mHa")

errs, cerr = {}, {}
for R in (8.0, 10.0, 12.0):
    q = s if R == R0 else System(R)
    Ee, E0 = levels(q, q.contour('dyn')), levels(q, q.contour('gas'))
    z2 = -0.25
    Esup, c_sup = q.supermolecule(z2)
    D = np.concatenate([q.D1, q.D2])
    terms = q.V[q.lev[0], q.nx:] ** 2 * 4 * D / (z2 - D ** 2)
    cerr[R] = abs(c_sup - terms.sum()) / abs(terms[len(q.D1):].sum())
    errs[R] = (abs(Esup - Ee), abs(Ee - E0))
    print(f"R={R:.0f} bohr: max AO overlap={q.smax:.1e}, chi0 nonadditivity/env part={cerr[R]:.1e}")
    print(f"  shift H,L={1e3*(Ee-E0)[0]:.4f},{1e3*(Ee-E0)[1]:.4f} mHa;"
          f" super-emb H,L={1e3*(Esup-Ee)[0]:.1e},{1e3*(Esup-Ee)[1]:.1e} mHa")
    print(f"  E_super H,L={Esup[0]:.6f},{Esup[1]:.6f} Ha")
assert (errs[12.0][0] / errs[12.0][1]).max() < 1e-2 and cerr[12.0] < 1e-2
assert errs[8.0][0].max() > 10 * errs[12.0][0].max()

ratio = {}
for R in (80.0, 160.0):
    q = System(R); g = q.contour('gas'); cl = q.alpha / (2 * R ** 4)
    for mode in ('dyn', 'static'):
        f = q.contour(mode)
        ratio[R, mode] = np.array([(f(k, q.e1[q.lev[k]]) - g(k, q.e1[q.lev[k]])) / cl for k in (0, 1)])
        print(f"R={R:.0f} bohr, {mode}: dSigma(eps)/(alpha/2R^4) H,L ="
              f" {ratio[R, mode][0]:.4f},{ratio[R, mode][1]:.4f}")
for mode in ('dyn', 'static'):
    ex = 2 * ratio[160.0, mode] - ratio[80.0, mode]   # removes the 1/R term; 1/R^2 remains
    print(f"extrapolated ratio, {mode}: H,L = {ex[0]:.4f},{ex[1]:.4f}")
    assert abs(ex - np.array([1.0, -1.0])).max() < 2e-2
print("OK")
```

Output:

```
geometry: r(OH)=1.81 bohr, angle=104.5 deg, r(NN)=2.07 bohr; G0W0@HF/cc-pVDZ
R=10.0 bohr; ph pairs: water 95, N2 147; grid points 64
max |W folded - W joint RPA| = 2.7e-15 Ha
max |two-sided screening form - dW| = 7.5e-16 Ha
lowest RPA pole: N2 0.7862 Ha, water 0.6970 Ha
alpha_zz(N2): direct RPA 8.5745 bohr^3, from chi0 15.5703 bohr^3
HH,HH: v=0.76044 Ha, Wc_gas(0)=-0.16314 Ha
HH,HH: v_r(0)=-0.8863 mHa, dW(0)=-0.8230 mHa, dW with chi0_env=-1.4528 mHa
LL,LL: v=0.30098 Ha, Wc_gas(0)=-0.00670 Ha
LL,LL: v_r(0)=-0.5167 mHa, dW(0)=-0.5336 mHa, dW with chi0_env=-0.9473 mHa
HH,HH: v_r(i 0.5 Ha)=-0.7598 mHa
max |Sigma contour folded - Sigma pole sum| = 1.5e-15 Ha
HOMO: eps=-0.492274 Ha, E_gas=-0.445936 Ha, E_emb=-0.445560 Ha = -12.1243 eV
HOMO: Z=0.9506, dSigma(E_gas)=0.3962 mHa, Z*dSigma=0.3767 mHa, dSigma(eps)=0.4104 mHa
HOMO: shift=0.3766 mHa = 10.25 meV
HOMO: shift static v_r=0.3879 mHa, dCOHSEX=0.4083 mHa, its m=n term=0.4115 mHa
LUMO: eps=0.186090 Ha, E_gas=0.173577 Ha, E_emb=0.173308 Ha = 4.7160 eV
LUMO: Z=0.9892, dSigma(E_gas)=-0.2717 mHa, Z*dSigma=-0.2687 mHa, dSigma(eps)=-0.2744 mHa
LUMO: shift=-0.2687 mHa = -7.31 meV
LUMO: shift static v_r=-0.2760 mHa, dCOHSEX=-0.2784 mHa, its m=n term=-0.2668 mHa
gap change=-0.6452 mHa = -17.56 meV
classical alpha/(2R^4)=0.4287 mHa
R=8 bohr: max AO overlap=2.9e-02, chi0 nonadditivity/env part=2.0e-01
  shift H,L=0.9227,-0.6026 mHa; super-emb H,L=-1.6e-01,-7.9e-01 mHa
  E_super H,L=-0.444622,0.172479 Ha
R=10 bohr: max AO overlap=1.0e-03, chi0 nonadditivity/env part=2.9e-03
  shift H,L=0.3766,-0.2687 mHa; super-emb H,L=-1.1e-03,-2.8e-02 mHa
  E_super H,L=-0.445561,0.173280 Ha
R=12 bohr: max AO overlap=3.6e-05, chi0 nonadditivity/env part=1.3e-06
  shift H,L=0.1817,-0.1380 mHa; super-emb H,L=4.4e-07,-1.0e-04 mHa
  E_super H,L=-0.446071,0.173232 Ha
R=80 bohr, dyn: dSigma(eps)/(alpha/2R^4) H,L = 0.9893,-0.9377
R=80 bohr, static: dSigma(eps)/(alpha/2R^4) H,L = 0.9892,-0.9379
R=160 bohr, dyn: dSigma(eps)/(alpha/2R^4) H,L = 0.9944,-0.9681
R=160 bohr, static: dSigma(eps)/(alpha/2R^4) H,L = 0.9944,-0.9681
extrapolated ratio, dyn: H,L = 0.9996,-0.9984
extrapolated ratio, static: H,L = 0.9997,-0.9983
OK
```
